# Weak-coupling Peierls gap of a half-filled dimerized chain

## 1. Physical situation and model

A chain of equally spaced atoms with one electron per atom has a half-filled band, so independent electrons make it a metal. If the atoms shift alternately left and right, strong and weak bonds alternate and a gap opens at the Fermi level. The occupied levels move down, while the springs between the atoms store energy. The balance of these two energies fixes the distortion and the gap.

Take a ring of $N$ sites, $N$ even and large, with mean spacing $a$. Let $u_n$ be the displacement of site $n$ along the chain and $v_n=u_{n+1}-u_n$ the stretch of bond $n$. The energy operator is

$$H=-\sum_{n,\sigma}t_n\left(c^\dagger_{n+1,\sigma}c_{n,\sigma}+\text{h.c.}\right)+\frac K2\sum_n v_n^2,\qquad t_n=t_0-\alpha v_n .$$

Here $t_0,\alpha,K>0$: a stretched bond has a smaller hopping. The ions are classical, the electrons do not interact, and the temperature is zero. The ring length is fixed, so $\sum_n v_n=0$, and a term linear in the stretches would add nothing to the energy.

For the alternating pattern $u_n=(-1)^nu$, the stretch is $v_n=-2(-1)^nu$ and

$$t_n=t_0\left[1+(-1)^nz\right],\qquad z=\frac{2\alpha u}{t_0}.$$

Reversing $u$ exchanges the two bond types without changing the energy, so $u\ge0$ is taken. The range $0\le z<1$ keeps both hoppings positive.

## 2. Bands and total energy

Write the amplitude as $Ae^{ikna}$ on even sites and $Be^{ikna}$ on odd sites. An even site has hopping $t_0(1+z)$ to its right and $t_0(1-z)$ to its left, so

$$EA=-t_0\left[(1+z)e^{ika}+(1-z)e^{-ika}\right]B=qB,\qquad q=-2t_0(\cos ka+iz\sin ka).$$

For an odd site the two hoppings are exchanged, which gives $EB=q^*A$. Hence $E^2=|q|^2$ and

$$E_k=\pm2t_0\sqrt{\cos^2ka+z^2\sin^2ka}.$$

The radicand equals $z^2+(1-z^2)\cos^2ka$, which is smallest at $ka=\pi/2$. The half-gap $\Delta$ and full gap $E_g$ are therefore

$$\Delta=2t_0z=4\alpha u,\qquad E_g=2\Delta=4t_0z .$$

The cell has length $2a$, so there are $N/2$ wave vectors in $-\pi/2<ka\le\pi/2$. At half filling, each lower-band state holds two electrons. Replacing the sum by $(Na/2\pi)\int dk$, using evenness in $k$, and setting $\varphi=\pi/2-ka$ gives the electronic energy per site:

$$-\frac{4t_0}{\pi}\int_0^{\pi/2}\sqrt{\sin^2\varphi+z^2\cos^2\varphi}\;d\varphi .$$

The elastic energy per site is $\tfrac12K(2u)^2=2Ku^2=Kt_0^2z^2/(2\alpha^2)$. With the dimensionless coupling

$$\lambda=\frac{4\alpha^2}{\pi Kt_0},$$

we have $K=4\alpha^2/(\pi\lambda t_0)$, and the elastic term becomes $2t_0z^2/(\pi\lambda)$. The total energy per site is

$$w(z)=-\frac{4t_0}{\pi}\int_0^{\pi/2}\sqrt{\sin^2\varphi+z^2\cos^2\varphi}\;d\varphi+\frac{2t_0z^2}{\pi\lambda}.$$

## 3. The minimum

For $z>0$, differentiation under the integral gives

$$w'(z)=\frac{4t_0}{\pi}z\left[\frac1\lambda-f(z)\right],\qquad f(z)=\int_0^{\pi/2}\frac{\cos^2\varphi\,d\varphi}{\sqrt{\sin^2\varphi+z^2\cos^2\varphi}} .$$

Increasing $z$ increases the denominator for $0\le\varphi<\pi/2$, so $f$ decreases strictly. As $z\to0$ the integrand approaches $\cos^2\varphi/\sin\varphi$. This behaves as $1/\varphi$ near $\varphi=0$, so $f\to\infty$. At $z=1$, $f=\int_0^{\pi/2}\cos^2\varphi\,d\varphi=\pi/4$.

It follows that $f(z)=1/\lambda$ has one root in $0<z<1$ when $0<\lambda<4/\pi$. Below the root $w'<0$, and above it $w'>0$. The root is the minimum, and the uniform chain is unstable however small the positive coupling is.

As $\lambda$ approaches $4/\pi$, the weaker hopping approaches zero. A hopping linear in bond length is then no longer a credible description of the bond.

## 4. The exponential gap

Put $s=\sin\varphi$. Since $ds=\cos\varphi\,d\varphi$,

$$f(z)=\int_0^1\frac{\sqrt{1-s^2}}R\,ds,\qquad R=\sqrt{s^2+z^2(1-s^2)} .$$

Split the numerator as $1+(\sqrt{1-s^2}-1)$. The first part is elementary because $R^2=z^2+(1-z^2)s^2$:

$$I_1=\int_0^1\frac{ds}R=\frac1{\sqrt{1-z^2}}\ln\frac{1+\sqrt{1-z^2}}z=\ln\frac2z+O\!\left(z^2\ln\frac1z\right).$$

In the second part, $I_2$, first replace $R$ by $s$. With $y=\sqrt{1-s^2}$ we have $ds/s=-y\,dy/(1-y^2)$, and reversing the limits removes the minus sign:

$$J=\int_0^1\frac{\sqrt{1-s^2}-1}s\,ds=\int_0^1\frac{(y-1)y}{1-y^2}\,dy=-\int_0^1\frac y{1+y}\,dy=\ln2-1 .$$

The replacement error is controlled by $R\ge s$:

$$0\le\frac1s-\frac1R=\frac{R^2-s^2}{sR(R+s)}=\frac{z^2(1-s^2)}{sR(R+s)}\le\frac{z^2}{2s^2R}.$$

Since $0\le1-\sqrt{1-s^2}\le s^2$, the error satisfies $|I_2-J|\le z^2I_1/2$. Adding the two parts gives

$$f(z)=\ln\frac4z-1+O\!\left(z^2\ln\frac1z\right).$$

The gap equation now reads $\ln(4/z)=1+1/\lambda+O(z^2\ln(1/z))$. Because $f$ must grow without bound as $\lambda\to0$, its root $z$ tends to zero and the remainder vanishes. Thus

$$z=\frac4e\,e^{-1/\lambda}\left[1+O\!\left(\frac{e^{-2/\lambda}}\lambda\right)\right],$$

and, with $E_g=4t_0z$,

$$E_g\simeq\frac{16t_0}e\exp\left(-\frac1\lambda\right)=\frac{16t_0}e\exp\left(-\frac{\pi Kt_0}{4\alpha^2}\right).$$

For every fixed power $p$, $e^{-1/\lambda}/\lambda^p\to0$ as $\lambda\to0$. The gap is nonzero at each positive coupling, yet smaller than any power of it.

The energy gained follows by integrating $w'$. Let $z$ be the root, so $1/\lambda=f(z)$. At leading order $f(z)-f(y)=\ln(y/z)$, and

$$w(z)-w(0)\simeq\frac{4t_0}\pi\int_0^z y\ln\frac yz\,dy=-\frac{t_0z^2}\pi=-\frac{\Delta^2}{4\pi t_0}.$$

The integral equals $-z^2/4$, as the substitution $y=zx$ shows.

## 5. Why the filling matters

The logarithm comes from small $\varphi$, that is, from states near the Fermi points $ka=\pm\pi/2$. In the uniform chain, alternation couples pairs of states there with nearly equal energies.

Suppose instead that the lower band is filled up to $k_Fa<\pi/2$. The integral in $f$ then starts at $s_0=\cos k_Fa>0$. With $c_0=\sqrt{1-s_0^2}$, its limit for $z\to0$ is finite:

$$f_0=\int_{s_0}^1\frac{\sqrt{1-s^2}}s\,ds=\int_0^{c_0}\frac{y^2}{1-y^2}\,dy=\ln\frac{1+c_0}{s_0}-c_0 .$$

The integrand still decreases with $z$. If $1/\lambda>f_0$, then $w'>0$ at every $z>0$, and this pattern does not form. The conclusion concerns the period-two pattern at this filling; distortions of other periods are not treated here.

## 6. Numerical evaluation

For small $z$, the integrand of $f$ changes rapidly over a range of width $z$. The substitution $\varphi=z\sinh x$, with $0\le x\le\operatorname{arsinh}(\pi/2z)$, spreads that range out. Gauss–Legendre quadrature in $x$ followed by a bracketed root search then gives $z$.

If the energy itself is minimized, subtract the uniform-chain energy under the integral:

$$\sqrt{\sin^2\varphi+z^2\cos^2\varphi}-\sin\varphi=\frac{z^2\cos^2\varphi}{\sqrt{\sin^2\varphi+z^2\cos^2\varphi}+\sin\varphi}.$$

The right side avoids subtracting nearly equal numbers. Direct minimization in this form, with 240 quadrature points, gives:

| $\lambda$ | minimized $E_g/t_0$ | formula $E_g/t_0$ | ratio |
|---|---|---|---|
| 0.4 | 0.4954 | 0.4832 | 1.0253 |
| 0.3 | 0.2113 | 0.2100 | 1.0063 |
| 0.2 | 0.03967 | 0.03966 | 1.0003 |
| 0.1 | 0.0002672 | 0.0002672 | 1.0000 |

Halving $\lambda$ from 0.2 to 0.1 lowers the gap by a factor of about 150, close to $e^5$. At $\lambda=0.4$ the formula is already within 3% of the minimized gap.

To read the gap of the dimerized chain from the levels of a finite ring, choose $N$ divisible by four so that $ka=\pi/2$ is an allowed wave vector. The gap at a given $z$ is then exactly $4t_0z$ for every such $N$. Finding the equilibrium $z$ by minimizing the ring energy also requires $N\gg1/z$, so that the spacing of wave vectors resolves the gap region.

## 7. Worked example

The following rough parameters lie in the regime used for trans-polyacetylene: $t_0=2.5$ eV, $\alpha=41$ eV/nm, $K=2100$ eV/nm² and $a=0.122$ nm. The coupling is

$$\lambda=\frac{4(41)^2}{\pi(2100)(2.5)}=0.4077,\qquad\frac1\lambda=2.453 .$$

Solving $f(z)=1/\lambda$ numerically gives $z=0.1301$. Minimizing the energy of a 400-site ring, with its levels found by matrix diagonalization, gives the same value. Then

$$u=\frac{zt_0}{2\alpha}=\frac{0.1301\times2.5}{82}\text{ nm}=3.97\text{ pm},\qquad E_g=4(2.5)(0.1301)\text{ eV}=1.30\text{ eV}.$$

The weak-coupling formula gives $(40/e)e^{-2.453}=1.27$ eV; the full minimum lies 2.7% above it. The energy change per site is $-13.1$ meV, against $-13.5$ meV from $-\Delta^2/(4\pi t_0)$ with $\Delta=0.650$ eV.

The length $a/z=0.94$ nm is $\hbar v_F/\Delta$, since the uniform band has $\hbar v_F=2t_0a$. It exceeds the site spacing by a factor of about eight.

The exponent makes the gap sensitive to its inputs. Raising $K$ by 10%, with $t_0$ and $\alpha$ held fixed, raises $1/\lambda$ by 0.245. The recomputed gap is 1.01 eV, a reduction of 22%.

**Other bond patterns.** Let $p_n$ be the spin-summed bond order, the expectation value of $\sum_\sigma c^\dagger_{n+1,\sigma}c_{n,\sigma}$, which is real here. The electronic energy is $-2\sum_nt_np_n$. At a stationary electronic state its derivative with respect to $t_n$ is $-2p_n$, so

$$\frac{\partial W}{\partial v_n}=2\alpha p_n+Kv_n,$$

where $W$ is the total ring energy. Finite differences of this gradient on an 82-site ring, with the uniform stretch excluded, give the bond-stiffness matrix. Here the number of sites is deliberately not divisible by four: the uniform ring then has no level at zero energy, and its half-filled ground state and gradient are well defined. The lowest eigenvalue is $-0.72K$ for the uniform ring, and the eigenvector is the alternating pattern. This value depends on the ring size and becomes more negative for longer rings, because $f(z)$ diverges as $z\to0$ in the infinite chain. For the dimerized 82-site ring it is $+0.39K$, again for the alternating pattern. In longer rings a long-wave mode that mixes slow stretch with alternation lies slightly lower, $0.383K$ at 162 sites, and tends to $+0.38K$ for the infinite chain. For these parameters the dimerized state is therefore stable against all small bond changes at fixed length; this does not exclude a distant lower minimum.

**Changed filling.** A 400-site ring with 161 doubly occupied levels has 0.805 electrons per site. Imposing the same $z$ there raises the energy by 41.8 meV per site, whereas it lowers the energy at half filling.

## 8. Neglected effects and the real material

**Zero-point motion.** For bare springs and ion mass $M$, $\omega_Q=2\sqrt{K/M}\,|\sin(Qa/2)|$. Averaging over the modes gives

$$\langle v^2\rangle=\frac1N\sum_Q\frac{\hbar}{2M\omega_Q}\,4\sin^2\frac{Qa}2=\frac{\hbar}{\sqrt{KM}}\left\langle\left|\sin\frac{Qa}2\right|\right\rangle=\frac2\pi\frac{\hbar}{\sqrt{KM}} .$$

For a CH mass of 13 u, the root-mean-square stretch is 4.99 pm. The static stretch has magnitude $2u=7.93$ pm, so the ratio is 0.63. The electrons soften the springs: with the bond-stiffness matrix of the dimerized chain in place of $K$, the harmonic estimate rises to 5.4 pm and the ratio to 0.69. Treating the ions as classical is a substantial approximation here.

**On-site repulsion.** Let a staggered field $h$ act with opposite signs on the two spins. It adds $\mp h$ to the diagonal of the two-site matrix, so the energies become $\pm\sqrt{E_k^2+h^2}$. The electronic energy per site is $-\langle\sqrt{E_k^2+h^2}\rangle$, averaged over the zone. The staggered moment is minus its derivative, $m\simeq h\langle1/|E_k|\rangle$ for small $h$. A mean-field repulsion $U$ generates $h=Um/2$, so a moment can sustain itself above

$$U_c=\frac2{\langle1/|E_k|\rangle}=4.57\text{ eV}$$

at the fixed distortion of the example. A rough $U=6$ eV is 1.3 times this threshold. At this distortion mean field then favours spin order, and the gap cannot be assigned to the lattice distortion alone. If the lattice may relax as well, the mean-field energy at $U=6$ eV is lowest with no dimerization at all. Real trans-polyacetylene is dimerized and shows no such spin order, so mean field overstates the tendency to it. The estimate shows only that repulsion is not weak here.

**Interchain hopping.** Let identical chains, dimerized in phase, be coupled along one transverse direction by $t_\perp$. Each band is shifted by $2t_\perp\cos\theta$, where $\theta$ is the transverse phase. At equal $\theta$ both bands shift together, so their smallest separation there remains $E_g$. The top of the lower band and the bottom of the upper band lie at values of $\theta$ that differ by $\pi$, and their separation is $E_g-4t_\perp$. For a rough $t_\perp=0.05$ eV and fixed $z$, this indirect gap is 1.10 eV.

**Temperature.** At 300 K, $k_BT=0.0259$ eV. With the chemical potential at midgap, the conduction-band edge has occupation $1/(e^{\Delta/k_BT}+1)=1.2\times10^{-11}$. Thermal carriers hardly affect the distortion in this model.

**Field-driven tunnelling.** Near $ka=\pi/2$, two levels with slopes $\pm2t_0a$ in $k$ are coupled by $\Delta$. A field $F$ changes $k$ at the rate $eF/\hbar$, so their separation changes at $4t_0aeF/\hbar$. The Landau–Zener formula gives the probability per passage:

$$P=\exp\left(-\frac{\pi\Delta^2}{2t_0a\,eF}\right)=e^{-F_0/F},\qquad F_0=\frac{\pi(0.650)^2}{2(2.5)(0.122)}\ \frac{\text V}{\text{nm}}=21.8\ \frac{\text{MV}}{\text{cm}} .$$

At 1 MV/cm, $P$ is about $3\times10^{-10}$. At $F=F_0/3$, numerical integration of the two-band Bloch equation with the field switched on and off smoothly gives 0.0488, against 0.0498 from the formula. Sudden switching shifts the integrated value by up to about 0.0005, depending on the starting wave vector. These values assume a rigid, defect-free chain, so they do not predict a device's breakdown or switching field.

**Comparison with trans-polyacetylene.** The measured optical gap is very roughly 1.5 eV, near the model's 1.30 eV. The parameters were chosen in the regime of this material, so this is not an independent prediction. The displacement of 4 pm is somewhat larger than the rough 2 to 3 pm inferred from measured bond lengths. Of the assumptions that real samples break, isolation of the chains changes the indirect gap by about 0.2 eV in the estimate above, but not the separation at equal $\theta$, which sets the onset of optical absorption in this model. Repulsion and zero-point motion are too large to be treated as small corrections, and the estimates here do not determine their net shift of the gap.
